# Why spin-orbit coupling added after scalar GW misdescribes inverted gaps

## Two levels are enough to see the fault

Take a crystal with inversion symmetry at $k=0$, where an even orbital $a$ and an odd orbital $b$ cannot mix. In a scalar-relativistic Kohn-Sham calculation let $a$ lie at $+M$ and $b$ at $-M$, with $M>0$. Spin-orbit coupling (SOC) is linear in the spin and has no diagonal element in a real, nondegenerate orbital, but it couples $a$ and $b$ to other bands. Folding those bands into the two-orbital model gives an effective shift, which we take to lower $a$ by $\lambda$ and raise $b$ by $\lambda$, and to be unaffected by GW. This is a good approximation only if the other bands are far away compared with both the SOC matrix elements and the GW shifts; otherwise they mix appreciably into $a$ and $b$ and must be kept explicitly. The GW correction, meaning the self-energy minus the exchange-correlation potential already included, shifts $a$ by $\delta_a$ and $b$ by $\delta_b$. With everything present the levels are

$$
\varepsilon_a=M-\lambda+\delta_a,\qquad \varepsilon_b=-M+\lambda+\delta_b .
$$

The mean of $\delta_a$ and $\delta_b$ moves both levels together and drops out of the gap. Half their difference, $\delta=(\delta_a-\delta_b)/2$, remains:

$$
G_{\rm ref}=|\varepsilon_a-\varepsilon_b|=2|M-\lambda+\delta| .
$$

Choose round values $M=0.10$ eV, $\lambda=0.30$ eV, $\delta_a=0.10$ eV and $\delta_b=-0.06$ eV, so that $\delta=0.08$ eV. SOC puts $a$ below $b$: the gap is inverted. The self-energy raises $a$, now the lower level, and lowers $b$, now the upper one. It therefore shrinks the gap from $2|0.10-0.30|=0.40$ eV to $2|0.10-0.30+0.08|=0.24$ eV.

Now do the work in the other order. Without SOC, $a$ is the upper level, and GW opens the scalar gap from $0.20$ to $2(0.10+0.08)=0.36$ eV. The SOC change of the Kohn-Sham gap is $0.40-0.20=+0.20$ eV. Adding it gives $0.56$ eV, more than twice the reference value. The correction was attached to "the upper band", but it belongs to orbital $a$, and SOC has moved $a$ to the lower band.

For $M>0$ and $\lambda>M$ this addition gives $2(\lambda-M)+2\delta$. The reference is $2(\lambda-M)-2\delta$ if $\delta<\lambda-M$, and $2\delta-2(\lambda-M)$ if $\delta>\lambda-M$. Subtracting in each case, the excess is

$$
4\min(\delta,\lambda-M).
$$

Here it is $4\times0.08=0.32$ eV.

## Two meanings of "adding SOC afterwards"

The procedure just used is the *energy recipe*: SOC shifts of the Kohn-Sham bands are added, band by band, to scalar GW energies. A second procedure, the *matrix recipe*, puts scalar GW energies on the diagonal of a matrix in the scalar states, adds the SOC matrix between those states, and diagonalizes.

At $k=0$ the matrix recipe gives the correct $0.24$ eV. The scalar states are there pure $a$ and pure $b$, so each correction stays with its orbital when SOC reorders the levels. Its fault appears at $k\ne0$, where the scalar states are mixtures.

## The model away from $k=0$

Let $\tau$ be Pauli matrices in orbital space, with $\tau_z=+1$ for $a$, and $\sigma$ Pauli matrices for spin. Along a line through $k=0$ take

$$
H_0=(M+Bk^2)\tau_z+Ak\,\tau_y,\qquad
H_{\rm so}=-\lambda\tau_z+Rk\,\tau_x\sigma_x,\qquad
\Sigma=\delta\,\tau_z ,
$$

with constants omitted. $A$ measures hybridization present without SOC, and $R$ hybridization caused by SOC. Both terms are allowed by symmetry. Inversion reverses $k$ and the sign of $\tau_x$ and $\tau_y$. Time reversal reverses $k$, $\tau_y$ and $\sigma_x$, but not $\tau_x$. Each product is unchanged by both operations.

The form of $\Sigma$ is the central assumption: the correction is static, follows orbital character, and is the same with and without SOC. We take $\delta>0$ and $B>0$.

The matrices $\tau_z$, $\tau_y$ and $\tau_x\sigma_x$ each square to one and anticommute in pairs. If a Hamiltonian is a combination of them with real coefficients $\mathbf v=(v_1,v_2,v_3)$, the cross terms in its square cancel and

$$
H^2=v_1^2+v_2^2+v_3^2=|\mathbf v|^2 .
$$

Since $H$ has zero trace, its levels are $\pm|\mathbf v|$, each doubly degenerate. Half the direct gap is the length of $\mathbf v$. The projector on the upper pair is $(1+H/|\mathbf v|)/2$, so the mean of $\tau_z$ in that pair is $v_1/|\mathbf v|$, and the weight of orbital $a$ is $(1+v_1/|\mathbf v|)/2$.

The scalar and SOC vectors are

$$
\mathbf d_0=(M+Bk^2,\;Ak,\;0),\qquad \mathbf s=(-\lambda,\;0,\;Rk).
$$

Write $\hat{\mathbf z}=(1,0,0)$ and call the first component of any vector its $z$ component. Let $E_0=|\mathbf d_0|$, $\mathbf n=\mathbf d_0/E_0$ and $\mathbf m=(\mathbf d_0+\mathbf s)/|\mathbf d_0+\mathbf s|$. Then $n_z$ and $m_z$ record the orbital character of the upper state before and after SOC. The reference half-gap is

$$
E_{\rm ref}=|\mathbf d_0+\mathbf s+\delta\hat{\mathbf z}| .
$$

## The energy recipe uses the wrong character

In the scalar states the diagonal elements of $\Sigma$ are $+\delta n_z$ for the upper band and $-\delta n_z$ for the lower one. The scalar GW half-gap is therefore $E_0+\delta n_z$. Adding the Kohn-Sham SOC shift gives

$$
E_{\rm en}=(E_0+\delta n_z)+(|\mathbf d_0+\mathbf s|-E_0)
=|\mathbf d_0+\mathbf s|+\delta n_z .
$$

For comparison, expand the square of the reference:

$$
E_{\rm ref}^2=|\mathbf d_0+\mathbf s|^2+2\delta|\mathbf d_0+\mathbf s|\,m_z+\delta^2 .
$$

Differentiating with respect to $\delta$ and setting $\delta=0$ gives $dE_{\rm ref}/d\delta=m_z$. To first order the gap should change by $2\delta m_z$, whereas the recipe changes it by $2\delta n_z$. It weights the self-energy with the orbital character that the states had before SOC.

For $M>0$, $n_z$ is positive at every $k$. The sign of $m_z$ is that of $M+Bk^2-\lambda$, which is negative for

$$
k^2<\frac{\lambda-M}{B}.
$$

Inside this region the first-order correction has the wrong sign. With $B=20$ eV Å$^2$ the boundary is $k=\sqrt{0.20/20}=0.10$ Å$^{-1}$. With the $\delta^2$ term included, GW reduces the gap only where $M+Bk^2-\lambda<-\delta/2$, that is for $k<0.089$ Å$^{-1}$.

Take also $A=1.0$ eV Å and $R=0.5$ eV Å. At $k=0.08$ Å$^{-1}$ the upper state has $a$-weight $0.97$ without SOC and $0.19$ with it. GW should reduce the gap from $0.230$ to $0.180$ eV; the energy recipe raises it to $0.381$ eV. At $k=0.12$ Å$^{-1}$, outside the inverted region, both corrections are positive. The recipe still gives too much, $0.474$ against $0.430$ eV, because the $a$-weight has fallen from $0.98$ to $0.77$. That fall alone gives an excess $2\delta(n_z-m_z)=0.065$ eV; the higher-order rise of the reference gap reduces it to $0.044$ eV.

## The matrix recipe loses an off-diagonal element

Scalar GW with diagonal corrections keeps the scalar states, hence the direction $\mathbf n$, and changes only the length of the vector to $E_0+\delta n_z$. Adding SOC gives

$$
\mathbf D_{\rm mat}=(E_0+\delta n_z)\mathbf n+\mathbf s
=\mathbf d_0+\mathbf s+\delta n_z\mathbf n .
$$

The reference has $\delta\hat{\mathbf z}$ in place of $\delta n_z\mathbf n$. The recipe has kept the part of the self-energy vector along $\mathbf n$ and dropped the part perpendicular to it.

To see the consequence, define $\sin^2\theta=1-n_z^2$ with $\sin\theta\ge0$. For $\sin\theta\ne0$ let

$$
\mathbf t=\frac{\hat{\mathbf z}-n_z\mathbf n}{\sin\theta}.
$$

This is a unit vector, since $|\hat{\mathbf z}-n_z\mathbf n|^2=1-2n_z^2+n_z^2=\sin^2\theta$. It is perpendicular to $\mathbf n$, and $t_z=(1-n_z^2)/\sin\theta=\sin\theta$. The directions $\mathbf n$, $\mathbf t$ and the third axis form an orthogonal set. Compare the two vectors along each:

- Along $\mathbf n$, both have $E_0+\mathbf s\cdot\mathbf n+\delta n_z$.
- Along the third axis, both have $Rk$.
- Along $\mathbf t$, the scalar part vanishes and SOC gives $-\lambda t_z=-\lambda\sin\theta$. The reference also has $+\delta\sin\theta$, which the matrix recipe lacks.

The difference of squared lengths comes from the last line alone:

$$
E_{\rm mat}^2-E_{\rm ref}^2
=\left[\lambda^2-(\delta-\lambda)^2\right]\sin^2\theta
=\delta(2\lambda-\delta)\sin^2\theta .
$$

This holds for any size of $\delta$ and $\lambda$ in the model. If $\sin\theta=0$ the two vectors coincide and the formula remains true. Direct diagonalization for 200 random parameter sets agrees with it.

The component along $\mathbf t$ couples the two scalar bands. SOC and the self-energy contribute to this coupling with opposite signs, because SOC lowers $a$ relative to $b$ while the self-energy raises it. Dropping the off-diagonal self-energy, of size $\delta\sin\theta$, leaves the SOC coupling uncompensated. For $\delta<2\lambda$ the bands then repel too strongly and the gap is too large.

A gap that SOC inverts from $M>0$, and that remains inverted after GW, has $\lambda>M+\delta>\delta$. The matrix recipe then overestimates the direct gap wherever $\sin\theta\ne0$. Its minimum gap cannot lie below the reference minimum, since its gap is nowhere smaller.

For $\delta$ small compared with both $\lambda$ and $|\mathbf d_0+\mathbf s|$, drop the $\delta^2$ term, divide the difference of squares by $E_{\rm mat}+E_{\rm ref}\approx2|\mathbf d_0+\mathbf s|$ and double the result to pass from half-gap to gap:

$$
G_{\rm mat}-G_{\rm ref}\approx
\frac{2\delta\lambda\sin^2\theta}{|\mathbf d_0+\mathbf s|}.
$$

The denominator is half the Kohn-Sham gap with SOC. A small gap therefore strengthens the effect of a given hybridization, but only up to a limit. The second component of $\mathbf d_0+\mathbf s$ is $Ak$, so the half-gap cannot be smaller than $|Ak|=E_0\sin\theta$, and the estimate cannot exceed $2\delta\lambda\sin\theta/E_0$. Once the gap is comparable to $\delta$, the exact difference of squares must be used instead.

## How large the errors are

The model bands are symmetric about mid-gap, apart from a constant, so the smallest direct gap is also the fundamental gap along the line. The minima are:

| Treatment | Minimum gap (eV) | Position (Å$^{-1}$) |
|---|---:|---:|
| Kohn-Sham with SOC | 0.215 | 0.092 |
| Reference | 0.162 | 0.067 |
| Matrix recipe | 0.211 | 0.066 |
| Energy recipe | 0.366 | 0.092 |

Relative to the reference minimum, the matrix recipe is too large by about 50 meV, or 31 percent, and the energy recipe by about 205 meV, or 127 percent. GW should lower the Kohn-Sham minimum by 53 meV. The matrix recipe lowers it by 4 meV, so nearly all of the correction to the fundamental gap is lost, although the gap at $k=0$ is right.

This loss is specific to the chosen hybridization. With $R=0.5$ eV Å the lost fraction is about 20 percent for $A=0.2$, 66 percent for $A=0.5$, 93 percent for $A=1$ and 1 percent for $A=2$ eV Å. The reference obeys $E_{\rm ref}^2=[Bk^2-(\lambda-M-\delta)]^2+(A^2+R^2)k^2$, so its minimum leaves $k=0$ only if $A^2+R^2<2B(\lambda-M-\delta)$, here $4.8$ eV$^2$ Å$^2$. For larger velocities the minimum lies at $k=0$ and the matrix recipe gives the fundamental gap exactly, while the energy recipe remains far too large.

The folded shift $\lambda=0.30$ eV is also large for the condition stated at the start. If $a$ and $b$ are $p_z$ orbitals whose $p_x,p_y$ partners lie 1 to 2 eV away and are kept explicitly, this shift requires SOC constants of 0.75 to 1.3 eV and admixes 9 to 24 percent of those bands. The reference minimum then falls to 0.13 to 0.15 eV, but the relative errors stay similar: 28 to 30 percent for the matrix recipe and 128 to 145 percent for the energy recipe.

The matrix error can be followed at the reference minimum, where $\sin^2\theta=0.111$. The dropped element is $0.08\sqrt{0.111}=0.027$ eV. The difference of squared half-gaps is

$$
0.08\,(0.60-0.08)\times0.111=0.0046\ {\rm eV}^2 .
$$

The reference half-gap is $0.0808$ eV, so the matrix half-gap is $\sqrt{0.0808^2+0.0046}\approx0.1055$ eV. Doubling the difference gives a gap error of $0.049$ eV. The first-order formula gives $0.040$ eV. It is too low here because its denominator uses the Kohn-Sham gap, while the self-energy has made the actual gap smaller; this outweighs its slightly too large numerator.

A larger self-energy changes the band order itself. At $k=0$ the reference gap closes at $\delta=\lambda-M=0.20$ eV and reopens in normal order. For $\delta=0.25$ eV the reference and matrix gaps are both $0.10$ eV, with $a$ on top. The energy recipe gives $0.90$ eV. It supplies no new states, and the Kohn-Sham states with SOC still have $b$ on top. A large gap from this recipe is therefore no evidence that the inversion is robust.

## Cases in which the recipes work

**No scalar hybridization.** If $A=0$ and $M+Bk^2>0$, the scalar states are pure orbitals and $\sin\theta=0$. The matrix recipe then equals the reference at every $k$, even though SOC itself mixes the orbitals through $R$. At $k=0.08$ Å$^{-1}$ both give $0.082$ eV. The energy recipe gives $0.325$ eV, since the change of character remains.

**Inversion already present without SOC.** Let $M=-0.10$ eV and $\lambda=0.10$ eV. At $k=0$ orbital $b$ is on top both before and after SOC. Scalar GW reduces the gap from $0.20$ to $0.04$ eV. SOC increases the Kohn-Sham gap from $0.20$ to $2|-0.10-0.10|=0.40$ eV, a shift of $0.20$ eV. The sum, $0.24$ eV, is the reference value. What defeats the energy recipe at $k=0$ is a change of order caused by SOC, rather than inversion as such, provided every shift is attached by Kohn-Sham band index. If scalar GW itself reverses the order and bands are matched by energy, the recipe fails again: $M=-0.05$ eV and $\lambda=0.10$ eV give $0.26$ eV against a reference of $0.14$ eV.

**Weak SOC in a normal material.** As $\mathbf s\to0$, $\mathbf m\to\mathbf n$ and the first-order error of the energy recipe vanishes. The matrix formula tends to $E_{\rm mat}^2-E_{\rm ref}^2=-\delta^2\sin^2\theta$. This remainder belongs to the diagonal approximation in the scalar GW step and is present without any SOC. With $\lambda=0.01$ eV and $R$ reduced in the same proportion, all three minimum gaps are $0.340$ eV. That agreement is a weak check, because the minimum has moved to $k=0$, where both recipes are right for normal order.

## What to do in a calculation

First compare the orbital or parity character of the band-edge states with and without SOC. If it changes substantially, do not transfer GW shifts by band index. Agreement at a symmetry point does not clear the matrix recipe, because the smallest gap may lie where the scalar states are mixed.

If a scalar GW calculation is the starting point, keep the full self-energy matrix between the scalar states, add the SOC matrix, and diagonalize once. In the model this reproduces the reference, since it is the same Hamiltonian in another basis. In a real calculation the retained bands must span the states that SOC mixes, and an energy-dependent self-energy must first be turned into a static Hermitian matrix, as in quasiparticle self-consistent GW.

Starting from two-component states that include SOC repairs the first-order sign, but diagonal corrections can still be insufficient. In the model they give the half-gap $E_{\rm diag}=|\mathbf d_0+\mathbf s|+\delta m_z$. Squaring this and subtracting it from the expansion of $E_{\rm ref}^2$ above leaves

$$
E_{\rm ref}^2-E_{\rm diag}^2=\delta^2(1-m_z^2).
$$

At $k=0.08$ Å$^{-1}$ the $a$-weight $0.187$ means $m_z=2(0.187)-1=-0.63$. The diagonal result is $0.230-0.16\times0.63\approx0.13$ eV, against a reference of $0.18$ eV. The error is now negative, and similar in size to the $+0.045$ eV of the matrix recipe at this $k$. Near such an avoided crossing the off-diagonal elements are needed with either starting point.

The full-matrix treatment of a scalar self-energy has its own limit. SOC changes the states and energies from which the Green's function $G$ and the screened interaction $W$ are built, so $\delta$ itself may change. If the inverted order survives, the gap at $k=0$ is $2(\lambda-M-\delta)$, and an increase of $\delta$ by 10 meV lowers it by 20 meV; the fundamental gap, at $k=0.067$ Å$^{-1}$, falls by about 8 meV. This model cannot predict the size of that change. When the remaining gap is small enough for it to matter, $G$, $W$ and the full self-energy matrix should be computed from two-component states. The numerical output below gives the gaps and orbital weights at further values of $k$.

## Values computed for the example and the checks

```
INPUT: M = 0.10 eV, B = 20.0 eV A^2, A = 1.00 eV A
INPUT: R = 0.50 eV A, lambda = 0.30 eV
INPUT: delta_a = 0.10 eV, delta_b = -0.06 eV
delta = 0.080 eV, mean shift = 0.020 eV
Gaps at k=0 in eV:
  scalar     0.2000
  scalar_gw  0.3600
  ks_so      0.4000
  ref        0.2400
  matrix     0.2400
  energy     0.5600
a-weight of upper state at k=0: scalar 1.000, KS+SOC 0.000, ref 0.000
Character reversed by SOC for k below 0.1000 1/A
Direct gaps in eV; a-weights of upper scalar and KS+SOC states:
  k(1/A)  KS+SOC  ref     matrix  energy  w_scal  w_SOC
  0.00    0.4000  0.2400  0.2400  0.5600  1.0000  0.0000
  0.04    0.3477  0.1974  0.2302  0.5008  0.9785  0.0168
  0.08    0.2296  0.1796  0.2247  0.3806  0.9718  0.1865
  0.12    0.3209  0.4300  0.4466  0.4738  0.9777  0.7742
  0.16    0.7193  0.8618  0.8679  0.8741  0.9837  0.9338
Minimum gaps and positions:
  ks_so    0.2147 eV at k = 0.0919 1/A
  ref      0.1615 eV at k = 0.0666 1/A
  matrix   0.2110 eV at k = 0.0660 1/A
  energy   0.3661 eV at k = 0.0917 1/A
Minimum-gap error, matrix: 49.5 meV = 30.6 percent
Minimum-gap error, energy: 204.6 meV = 126.6 percent
At the reference minimum, k = 0.0666 1/A:
  n_z = 0.9430, m_z = -0.8310, sin^2(theta) = 0.1108
  dropped off-diagonal self-energy = 0.0266 eV
  half-gaps: ref 0.08077 eV, matrix 0.10550 eV
  difference of squared half-gaps = 0.004608 eV^2
  matrix gap error: full 0.0495 eV, first order 0.0397 eV
Reference gap at k=0 closes at delta = 0.2000 eV
delta = 0.25 eV, k=0: ref 0.1000, matrix 0.1000, energy 0.9000 eV
  a-weight of upper state: KS+SOC 0.000, ref 1.000
Control A=0, k=0.08 1/A: ref 0.0816, matrix 0.0816, energy 0.3247 eV
Control scalar-inverted, M = -0.10 eV, lambda = 0.10 eV, k=0:
  scalar 0.2000, scalar GW 0.0400, ref 0.2400, energy 0.2400 eV
Control weak SOC, lambda = 0.0100 eV, R = 0.0167 eV A, minimum gaps:
  ref 0.3400, matrix 0.3400, energy 0.3400 eV
```
